# Why the phase time saturates and the Büttiker–Landauer time does not, part 1

(Sections cited here and not found follow in the second part.)

Take the delay of the transmitted peak of a wave packet as the time spent crossing a barrier, and two things go wrong. For a packet of sufficiently narrow bandwidth, the delay of an opaque barrier does not grow with its width $d$ (the Hartman effect), so the "velocity" $d/\tau_g$ rises without limit; in the model below it passes $c$ at $d=775$ bohr. And if the barrier height oscillates at frequency $\omega$, one would expect the transmitted wave to depart from its adiabatic response at $\omega\tau_g\sim1$ for any thick barrier, whereas the crossover frequency falls as $1/d$. Both puzzles dissolve once it is seen what each time measures. For a symmetric barrier the phase time counts stored probability, in the barrier and in front of it. The Büttiker–Landauer time $\tau_{BL}=md/\hbar\kappa$ gives, to leading order in a thick barrier, how fast the logarithm of the transmitted magnitude changes with energy.

## The model

Rydberg units are used: $\hbar=1$, $m=\tfrac12$, $H=-\partial_x^2+V$, $E=k^2$, velocity $2k$, times in $\hbar/\mathrm{Ry}=0.048378$ fs. The barrier is $V=V_0$ on $0<x<d$ and zero outside, $\kappa^2=V_0-E$, so $\tau_{BL}=d/2\kappa$. The stationary state is $e^{ikx}+re^{-ikx}$ on the left and $Te^{ik(x-d)}$ on the right, so that $\arg T$ compares the exit face with the entrance face.

The interior solution with $\psi(d)=T$, $\psi'(d)=ikT$ is $T[\cosh\kappa(d-x)-(ik/\kappa)\sinh\kappa(d-x)]$. With $C=\cosh\kappa d$, $S=\sinh\kappa d$, continuity of $\psi$ and of $\psi'/ik$ at $x=0$ gives
$$1+r=T\Big[C-\frac{ik}{\kappa}S\Big],\qquad 1-r=T\Big[C+\frac{i\kappa}{k}S\Big].$$
Adding and subtracting, with $k^2+\kappa^2=V_0$,
$$T=\frac{1}{C+iaS},\quad r=-ibS\,T,\quad a=\frac{\kappa^2-k^2}{2k\kappa},\quad b=\frac{V_0}{2k\kappa}.$$
Since $1+a^2=b^2$, $|T|^{-2}=C^2+a^2S^2=1+b^2S^2=D/4k^2\kappa^2$ with $D=4k^2\kappa^2+V_0^2S^2$. Since $bS$ is real and positive, $\arg r=\arg T-\pi/2$. The phase time is $\tau_g=\partial_E\arg T$; the dwell time is $\tau_d=\int_0^d|\psi|^2dx/2k$, stored probability divided by incident flux.

## Phase time as stored probability

Let $\psi_E=\partial_E\psi$, for any real $V(x)$ vanishing outside $(0,d)$. Differentiating $\psi''=(V-E)\psi$ gives $\psi_E''=(V-E)\psi_E-\psi$, so
$$\partial_x\big(\psi^{*\prime}\psi_E-\psi^*\psi_E'\big)=\psi^{*\prime\prime}\psi_E-\psi^*\psi_E''=|\psi|^2 .$$
Call the bracket $W$ and use $k_E=1/2k$. At $x=d$, $\psi=T$ and $\psi'=ikT$, so $\psi'_E=ik_ET+ikT_E$ and
$$W(d)=-2ik\,T^*T_E-ik_E|T|^2 .$$
At $x=0$, $\psi=1+r$, $\psi'=ik(1-r)$, $\psi_E'=ik_E(1-r)-ikr_E$. The terms in $r_E$ are $-ik(1-r^*)r_E+ik(1+r^*)r_E=2ikr^*r_E$, and $(1+r^*)(1-r)=1-|r|^2-2i\,\mathrm{Im}\,r$, so with $1-|r|^2=|T|^2$
$$W(0)=2ik\,r^*r_E-ik_E\big(|T|^2-2i\,\mathrm{Im}\,r\big).$$
In $W(d)-W(0)$ the $|T|^2$ terms cancel and $2k_E\,\mathrm{Im}\,r$ remains. The real part of $T^*T_E+r^*r_E$ is $\tfrac12\partial_E(|T|^2+|r|^2)=0$, and its imaginary part is $|T|^2\tau_T+|r|^2\tau_r$, with $\tau_T=\partial_E\arg T$, $\tau_r=\partial_E\arg r$. Dividing by $2k$,
$$\tau_d=|T|^2\tau_T+|r|^2\tau_r+\frac{\mathrm{Im}\,r}{2E}.\tag{1}$$
For the rectangular barrier $\tau_r=\tau_T=\tau_g$, and
$$\tau_g=\tau_d+\tau_i,\qquad \tau_i=-\frac{\mathrm{Im}\,r}{2E}.\tag{2}$$

The phase time is therefore not the probability in the barrier alone. The second term is also stored probability. In front, $|\psi|^2-1-|r|^2=2\,\mathrm{Re}(re^{-2ikx})$. A slow cutoff $e^{\eta x}$, standing for the envelope of a long packet, gives $\int_{-\infty}^0e^{(\eta-2ik)x}dx=1/(\eta-2ik)\to i/2k$, so the excess over two non-interfering beams is $2\,\mathrm{Re}(ir/2k)=-\mathrm{Im}\,r/k=2k\tau_i$. It is the uncancelled part of the fringe next to the wall. Being an excess, it has a sign: for the rectangle it is positive when $E<V_0$, while above the barrier, with $K^2=E-V_0$, it has the sign of $\sin2Kd$ and can be a deficit.

An asymmetric barrier needs both directions of incidence. Let the right-incident state $\psi_R$ be $e^{-ik(x-d)}+r'e^{ik(x-d)}$ on the right and $T'e^{-ikx}$ on the left. Wronskians $fg'-f'g$ of two solutions at one energy are constant, and that of $e^{-ikx}$ with $e^{ikx}$ is $2ik$. For the pair $\psi,\psi_R$ the value is $-2ikT'$ on the left and $-2ikT$ on the right, so $T'=T$. For $\psi^*,\psi_R$ it is $-2ikr^*T$ and $2ikT^*r'$, so $r'=-r^*T/T^*$. Taking phases, $\tau_r+\tau_{r'}=2\tau_T$, and $|r'|=|r|$. Adding (1) for the two directions gives $2|T|^2\tau_T+2|r|^2\tau_T$ for the phase terms, hence
$$\tau_T=\tfrac12(\tau_{dL}+\tau_{dR})-\frac{\mathrm{Im}(r+r')}{4E}.\tag{3}$$

## Closed forms and saturation

For the rectangle $T$ depends on $k$ and $\kappa$, with $\partial_E=\frac1{2k}\partial_k-\frac1{2\kappa}\partial_\kappa$ and $\partial_V\equiv\partial/\partial V_0=\frac1{2\kappa}\partial_\kappa$. Their sum is $\frac{1}{2k}\partial_k$ at fixed $\kappa$. From $a=\tfrac12(\kappa/k-k/\kappa)$, $\partial_ka=-V_0/2k^2\kappa=-b/k$, so $\partial_k\ln T=-iS\,T\,\partial_ka=ibST/k=-r/k$ and
$$\partial_V\ln T=-\partial_E\ln T-\frac{r}{2E}.\tag{4}$$
The imaginary part, with (2), is $\partial_V\arg T=-\tau_g+\tau_i=-\tau_d$. Now $\arg T=-\arctan(aS/C)$ and $\partial_\kappa a=V_0/2k\kappa^2$, so
$$\tau_d=\frac1{2\kappa}\,\frac{SC\,\partial_\kappa a+ad}{C^2+a^2S^2}=\frac{k\,[V_0\sinh2\kappa d+2\kappa d(\kappa^2-k^2)]}{2\kappa D},$$
using $2SC=\sinh2\kappa d$. From $r=-ibS(C-iaS)|T|^2$, $\mathrm{Im}\,r=-bSC|T|^2=-k\kappa V_0\sinh2\kappa d/D$, so $\tau_i=\kappa V_0\sinh 2\kappa d/2kD$. In the sum, $k/\kappa+\kappa/k=V_0/k\kappa$:
$$\tau_g=\frac{V_0^2\sinh2\kappa d+2\kappa d\,k^2(\kappa^2-k^2)}{2k\kappa D}.\tag{5}$$

For $\kappa d\gg1$ put $q=e^{-2\kappa d}$, $\sinh2\kappa d=(1-q^2)/2q$, $S^2=(1-q)^2/4q$. At leading order $\sinh2\kappa d/D\to2/V_0^2$, so
$$\tau_d\to\frac{k}{\kappa V_0},\qquad\tau_i\to\frac{\kappa}{kV_0},\qquad\tau_g\to\tau_\infty=\frac1{k\kappa}.$$
Multiplying numerator and denominator of (5) by $q$ and keeping first order, the numerator is $\tfrac12V_0^2[1+4\kappa d\,k^2(\kappa^2-k^2)q/V_0^2]$ and $qD=\tfrac14V_0^2[1-2q+16k^2\kappa^2q/V_0^2]$, so
$$k\kappa\,\tau_g-1\simeq e^{-2\kappa d}\Big[\frac{4\kappa d\,k^2(\kappa^2-k^2)}{V_0^2}+2-\frac{16k^2\kappa^2}{V_0^2}\Big].\tag{6}$$

The reason for saturation is visible in $\tau_d$. In an opaque barrier $\psi\simeq(1+r)e^{-\kappa x}$; putting $\psi'=-\kappa\psi$ at $x=0$ gives $r=(k-i\kappa)/(k+i\kappa)$ and $|1+r|^2=4k^2/V_0$. The stored probability is $4k^2/(2\kappa V_0)$, held within a skin of depth $1/2\kappa$, and division by $2k$ returns $k/\kappa V_0$. Added width is added where $|\psi|^2$ is already negligible. The barrier's share of $\tau_\infty$ is $k^2/V_0=E/V_0$; below half the barrier height most of the delay is stored in front. For a thick barrier of two steps with decay constants $\kappa_1,\kappa_2$, each face behaves as its own wall, and (3) gives $\tfrac12[1/k\kappa_1+1/k\kappa_2]$. The exit face enters with the same weight as the entrance face, although the left-incident state stores almost nothing there.

## What a packet shows

Write $\partial_E\ln T=\tau_a+i\tau_g\equiv s$. For $\kappa d\gg1$, $|T|\simeq(4k\kappa/V_0)e^{-\kappa d}$, and $\partial_E\kappa=-1/2\kappa$ gives
$$\tau_a\simeq\tau_{BL}+\frac1{2E}-\frac1{2\kappa^2}.\tag{7}$$
Take an incident amplitude $e^{-\epsilon^2/4\sigma^2}$ in $\epsilon=E'-E$, peaking at $x=0$ at $t=0$, so that the intensity has variance $\sigma^2$. With $\ln T(E')\simeq\ln T+s\epsilon+\tfrac12s'\epsilon^2$, the transmitted intensity $e^{-\epsilon^2/2\sigma^2+2\tau_a\epsilon}$ is centred, at leading order, on $\epsilon=2\sigma^2\tau_a$. The exit amplitude is the Gaussian integral $\int e^{-\epsilon^2/4w+(s-it)\epsilon}d\epsilon\propto e^{w(s-it)^2}$, with $1/4w=1/4\sigma^2-s'/2$, so $w\simeq\sigma^2(1+2\sigma^2s')$. With $u=\tau_g-t$, the real part of the exponent is $(\tau_a^2-u^2)\mathrm{Re}\,w-2\tau_au\,\mathrm{Im}\,w$, maximal at $u=-\tau_a\mathrm{Im}\,w/\mathrm{Re}\,w\simeq-2\sigma^2\tau_a\partial_E\tau_g$. This gives $\tau_g(E+2\sigma^2\tau_a)$, but the cubic term of $\ln T$ adds a piece of the same order in $\sigma$. Write the exit amplitude as $\int g\,e^{i\theta}d\epsilon$, with $g$ the real Gaussian $e^{-\epsilon^2/4\sigma^2+\tau_a\epsilon}$ of mean $2\sigma^2\tau_a$ and variance $2\sigma^2$, and $\theta=\arg T-\epsilon t$. Then $\partial_t\ln|\Psi|=\mathrm{Im}\big[\int\epsilon ge^{i\theta}/\int ge^{i\theta}\big]$, which to first order in the variation of $\theta$ is the covariance of $\epsilon$ and $\theta$ under $g$; integration by parts turns this into $2\sigma^2\langle\partial_\epsilon\theta\rangle_g$. It vanishes at $t=\langle\tau_g\rangle_g$, so the peak leaves at $\tau_g+2\sigma^2\tau_a\,\partial_E\tau_g+\sigma^2\partial_E^2\tau_g$. In an opaque barrier only the middle term grows with $d$.

Two averages need no narrow band. For $\Psi=\int dk\,\phi(k)\psi_ke^{-iEt}/\sqrt{2\pi}$, the time integral gives $2\pi\delta(E-E')=2\pi\delta(k-k')/2k$, so $\int dt\int_0^d|\Psi|^2dx=\int|\phi|^2\tau_d\,dk$. At the exit $\Psi=\int\beta e^{-iEt}dE$ with $\beta=\phi T/(2k\sqrt{2\pi})$, the flux is $J=2\,\mathrm{Im}\,\Psi^*\Psi'$, and $\Psi'$ has amplitude $ik\beta$. Integration by parts turns $t$ into $-i\partial_E$, so $\int tJ\,dt=4\pi\,\mathrm{Re}\int\beta^*(-i\partial_E)(k\beta)\,dE=4\pi\int k|\beta|^2\partial_E\arg\beta\,dE$, while $\int J\,dt=4\pi\int k|\beta|^2dE$. The weight $k|\beta|^2dE$ is proportional to $|\phi T|^2dk$. A packet started at $x=-L$ has $\arg\phi=kL+$const, so the mean exit time is $\langle\tau_g+L/2k\rangle$ with that weight.

Saturation fails at fixed bandwidth. Components at the centre carry weight $e^{-2\kappa d}$, those at the barrier top, $\epsilon=\kappa^2$, carry $e^{-\kappa^4/2\sigma^2}$. These two weights are equal at $d_c=\kappa^3/4\sigma^2$, which sets the scale. The takeover comes somewhat later, because the filter moves the tunnelling maximum upward. With $y=\epsilon/\kappa^2$ the exponent is $-(\kappa^4/2\sigma^2)[y^2+(d/d_c)\sqrt{1-y}]$, stationary at $d/d_c=4y\sqrt{1-y}$; it equals its value at the top when $y^2+4y(1-y)=1$, that is at $y=\tfrac13$, $d=\tfrac43\sqrt{2/3}\,d_c=1.09\,d_c$, an estimate from the exponents alone, without the prefactors. Well beyond $d_c$ the over-barrier components carry the transmitted wave. The ratio $d/\tau_g$ thus describes the peak of a long, filtered packet in a non-relativistic model; no trajectory enters (2).

For a static symmetric barrier, the phase time counts probability stored in the barrier and in front of it, and it saturates with width, although at fixed bandwidth over-barrier components eventually carry the transmitted packet. It remains to find what sets the crossover frequency when the barrier height oscillates, and to check the results numerically.
